# Infrared spectra from Wannier-centre dipoles: branch unwrapping and the harmonic quantum correction: test program

```python
"""Infrared absorption from the dipole of Wannier centres along a trajectory.

Result under test, for light polarised along a chain:
  alpha(w) n(w) = beta w^2 / (2 c eps0 V) * integral dt exp(i w t) <dM(t) dM(0)>_classical
which is quantum linear response with the classical spectrum multiplied by
  Q(x) = x / (1 - exp(-x)),  x = hbar w / (k T).
M: unwrapped cell dipole, V: cell volume, alpha: absorption coefficient,
n: refractive index, q: relative displacement of the two sublattices.
Q is exact for a harmonic mode with a dipole linear in q.
The chain has sites A (upper level) and B (lower level), two electrons per cell
and ions of charge +e.  Lengths are in angstrom, dipoles in e angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

cell = 5.0             # lattice constant, angstrom
area = 20.0            # cross-section per chain, angstrom^2
hop0 = 1.0             # hopping at equal bonds, eV
site0 = 1.5            # site energies +site0 (A), -site0 (B), eV
decay = 1.0            # decay length of the hopping, angstrom
mass_A, mass_B = 40.0, 10.0   # atomic mass units
n_cells = 20
wavenumber = 800.0     # cm^-1
temperature = 300.0    # K
shift_A = -mass_B / (mass_A + mass_B)
shift_B = mass_A / (mass_A + mass_B)


def positions(q, cells):
    """Uniform optical displacement; B of the first cell sits at the cell edge."""
    q = np.atleast_1d(q)
    x = np.empty((len(q), 2 * cells))
    x[:, 0::2] = np.arange(cells) * cell - cell / 2 + shift_A * q[:, None]
    x[:, 1::2] = np.arange(cells) * cell + shift_B * q[:, None]
    return x


def wannier_centres(x, hop, site):
    """Centres folded into [0, L) from the projected operator exp(2 pi i X / L)."""
    frames, sites = x.shape
    length = sites // 2 * cell
    i = np.arange(sites)
    j = (i + 1) % sites
    h = np.zeros((frames, sites, sites))
    h[:, i, j] = -hop
    h[:, j, i] = -hop
    h[:, i, i] = np.asarray(site)[:, None] * (-1.0) ** i
    occ = np.linalg.eigh(h)[1][:, :, :sites // 2]
    phase = np.exp(2j * np.pi * x / length)
    overlap = occ.transpose(0, 2, 1) @ (phase[:, :, None] * occ)
    return (np.angle(np.linalg.eigvals(overlap)) * length / (2 * np.pi)) % length


def unwrap(values, quantum):
    """Join frames along axis 0 by the smallest step modulo the quantum."""
    out = np.array(values, dtype=float)
    step = np.diff(out, axis=0)
    step -= quantum * np.round(step / quantum)
    out[1:] = out[0] + np.cumsum(step, axis=0)
    return out


def dipoles(x):
    """Raw dipole from folded coordinates, and the unwrapped dipole."""
    length = x.shape[1] // 2 * cell
    bond = np.roll(x, -1, axis=1) - x
    bond[:, -1] += length
    hop = hop0 * np.exp(-(bond - cell / 2) / decay)
    centre_sum = wannier_centres(x, hop, np.full(len(x), site0)).sum(axis=1)
    ions = x % length
    raw = ions.sum(axis=1) - 2 * centre_sum
    smooth = unwrap(ions, length).sum(axis=1) - 2 * unwrap(centre_sum, length)
    return raw, smooth


# ---------- Born charge: supercell differences against a bulk sum over states
small = 1e-3


def mode_charge(cells):
    m = dipoles(positions(np.array([-small, small]), cells))[1]
    return (m[1] - m[0]) / (2 * small * cells)


def ion_charge(index):
    x = positions(np.zeros(2), n_cells)
    x[:, index] += np.array([-small, small])
    m = dipoles(x)[1]
    return (m[1] - m[0]) / (2 * small)


def bulk_charge(n_k=400):
    k = 2 * np.pi * np.arange(n_k) / (n_k * cell)
    turn = np.exp(-1j * k * cell)

    def matrix(upper, diagonal=0.0):
        m = np.zeros((n_k, 2, 2), complex)
        m[:, 0, 1], m[:, 1, 0] = upper, np.conj(upper)
        m[:, 0, 0], m[:, 1, 1] = diagonal, -diagonal
        return m

    energy, vec = np.linalg.eigh(matrix(-hop0 * (1 + turn), site0))
    low, high = vec[:, :, 0], vec[:, :, 1]
    gap = energy[:, 0] - energy[:, 1]
    mix_q = np.einsum('ki,kij,kj->k', high.conj(),
                      matrix(hop0 / decay * (1 - turn)), low) / gap
    mix_k = np.einsum('ki,kij,kj->k', high.conj(),
                      matrix(1j * cell * hop0 * turn), low) / gap
    curvature = np.mean(-2 * np.imag(np.conj(mix_q) * mix_k))
    population = np.mean(np.abs(low) ** 2, axis=0)
    d_population = np.mean(2 * np.real(low.conj() * high * mix_q[:, None]), axis=0)
    d_centre = (curvature + population @ np.array([shift_A, shift_B])
                + d_population @ np.array([-cell / 2, 0.0]))
    return shift_A + shift_B - 2 * d_centre


z_bulk = bulk_charge()
z20, z40, z80 = [mode_charge(n) for n in (n_cells, 40, 80)]
z_A, z_B = ion_charge(0), ion_charge(1)
size_ratio = (z40 - z_bulk) / (z80 - z_bulk)
assert abs(z20 / z_bulk - 1) < 0.05
assert 3.5 < size_ratio < 4.5              # error falls as 1/L^2
assert abs(z_A + z_B) < 1e-6               # rigid translation gives no dipole
assert abs(z_B - z20) < 1e-4 * abs(z20)    # one ion against the whole mode

# ---------- Pump cycle: continuous transport and aliasing
length = n_cells * cell


def pumped(angles):
    x = positions(np.zeros(len(angles)), n_cells)
    hop = 1 + 0.5 * np.cos(angles)[:, None] * (-1.0) ** np.arange(2 * n_cells)
    s = unwrap(wannier_centres(x, hop, np.sin(angles)).sum(axis=1), length)
    return (s[-1] - s[0]) / length


pump_fine = pumped(np.linspace(0, 6 * np.pi, 73))
pump_coarse = pumped(np.linspace(0, 6 * np.pi, 5))
assert abs(abs(pump_fine) - 3) < 1e-6
assert abs(pump_coarse + pump_fine / 3) < 1e-6

# ---------- Thermal ensemble of classical trajectories, time in units 1/omega0
omega0 = 2 * np.pi * const.c * wavenumber * 100
kT = const.k * temperature
x_th = const.hbar * omega0 / kT
mu = mass_A * mass_B / (mass_A + mass_B) * const.atomic_mass
mode_mass = n_cells * mu
volume = n_cells * cell * area * 1e-30
rms_q = np.sqrt(kT / (mode_mass * omega0 ** 2)) * 1e10
energies, weights = np.polynomial.laguerre.laggauss(4)
amplitude = rms_q * np.sqrt(2 * energies)
per_period, substeps, periods = 12, 20, 64
dt = 2 * np.pi / per_period
q, v = amplitude * np.cos(0.3), -amplitude * np.sin(0.3)
track = []
for _ in range(per_period * periods):
    track.append(q.copy())
    for _ in range(substeps):
        v = v - 0.5 * dt / substeps * q
        q = q + dt / substeps * v
        v = v - 0.5 * dt / substeps * q
track = np.array(track)
pairs = [dipoles(positions(track[:, j], n_cells)) for j in range(len(energies))]
raw_all = np.array([p[0] for p in pairs])
smooth_all = np.array([p[1] for p in pairs])

jump = (np.diff(raw_all[1]) - np.diff(smooth_all[1])) / length
n_jumps = int(np.sum(np.abs(jump) > 0.5))
assert np.max(np.abs(jump - np.round(jump))) < 1e-8 and n_jumps > 0
linear = n_cells * z20 * (track[:, 1] - track[0, 1])
nonlinearity = (np.max(np.abs(smooth_all[1] - smooth_all[1, 0] - linear))
                / np.max(np.abs(linear)))
assert nonlinearity < 5e-3

sigma = 0.02                               # Gaussian resolution in units omega0
half = len(track) // 2


def absorption(dipole, w):
    """alpha*n in 1/m on the grid w = omega/omega0."""
    d = dipole - dipole.mean(axis=1, keepdims=True)
    corr = np.array([weights @ np.mean(d[:, :half] * d[:, k:k + half], axis=1)
                     for k in range(half + 1)])
    tau = dt * np.arange(half + 1)
    rule = np.full(half + 1, dt)
    rule[[0, -1]] *= 0.5
    windowed = corr * np.exp(-0.5 * (sigma * tau) ** 2) * rule
    transform = 2 * np.cos(np.outer(w, tau)) @ windowed / omega0
    unit = (const.e * 1e-10) ** 2
    return ((w * omega0) ** 2 * transform * unit
            / (2 * const.c * const.epsilon_0 * volume * kT))


to_cm2 = 1e-4 / (2 * np.pi * const.c)      # integral over omega -> over wavenumber


def band(dipole, centre):
    w = np.linspace(centre - 0.15, centre + 0.15, 601)
    a = absorption(dipole, w)
    return w, a, np.sum(0.5 * (a[1:] + a[:-1]) * np.diff(w)) * omega0 * to_cm2


w_grid, alpha_n, strength = band(smooth_all, 1.0)
raw_1 = band(raw_all, 1.0)[2]
raw_3 = band(raw_all, 3.0)[2]
peak = w_grid[np.argmax(alpha_n)]
assert abs(peak - 1) < 2e-3
assert raw_1 > 100 * strength and raw_3 > 0.5 * raw_1

# Independent absolute intensity: driven oscillator with weak damping
gamma = 0.02


def loss(w):
    return gamma * w ** 2 / ((1 - w ** 2) ** 2 + (gamma * w) ** 2)


loss_area = quad(loss, 0, 3, points=[1.0], limit=200)[0] + quad(loss, 3, np.inf)[0]
charge2 = (n_cells * z20 * const.e) ** 2
strength_driven = (charge2 * loss_area * to_cm2
                   / (const.c * const.epsilon_0 * volume * mode_mass))
assert abs(strength / strength_driven - 1) < 5e-3

# ---------- Quantum oscillator on a grid; energy in hbar*omega0
step = 0.2
y = np.arange(-75, 76) * step
diff = np.arange(len(y))[:, None] - np.arange(len(y))[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi ** 2 / 3,
                   2 * (-1.0) ** np.abs(diff) / safe ** 2) / (2 * step ** 2)
level, state = np.linalg.eigh(kinetic + np.diag(0.5 * y ** 2))
level, state = level[:63], state[:, :63]


def quantum_lines(f, order, x):
    p = np.exp(-x * (level - level[0]))
    p /= p.sum()
    element = state.T @ (f(y)[:, None] * state)
    square = np.diagonal(element, -order) ** 2
    return p[:-order] @ square, p[order:] @ square


def classical_line(f, order, x):
    u, w = np.polynomial.laguerre.laggauss(20)
    phi = 2 * np.pi * np.arange(64) / 64
    orbit = f(np.sqrt(2 * u / x)[:, None] * np.cos(phi))
    return w @ np.abs(np.mean(orbit * np.exp(-1j * order * phi), axis=1)) ** 2


def harmonic_factor(x):
    return x / (1 - np.exp(-x))


def identity(z):
    return z


for x in (0.5, 2.0, x_th):
    up, down = quantum_lines(identity, 1, x)
    ratio = up / classical_line(identity, 1, x)
    assert abs(ratio / harmonic_factor(x) - 1) < 1e-7
    assert abs(down / up / np.exp(-x) - 1) < 1e-7
    up2 = quantum_lines(np.square, 2, x)[0]
    ratio2 = up2 / classical_line(np.square, 2, x)
    excess = ratio2 / harmonic_factor(2 * x)
    assert abs(excess / (x / 2 / np.tanh(x / 2)) - 1) < 1e-7

strength_quantum = (omega0 * (1 - np.exp(-x_th)) * 2 * np.pi * up * charge2
                    / (mode_mass * omega0)
                    / (2 * const.c * const.epsilon_0 * volume) * to_cm2)
assert abs(strength_quantum / strength_driven - 1) < 1e-6

# Quartic oscillator: y^2/2 + g y^4, quantum transition and classical orbit at E = kT
g = 0.01
quartic = np.linalg.eigvalsh(kinetic + np.diag(0.5 * y ** 2 + g * y ** 4))
quantum_shift = quartic[1] - quartic[0] - 1
a2 = (-0.5 + np.sqrt(0.25 + 4 * g / x_th)) / (2 * g)
period = 4 * quad(lambda s: 1 / np.sqrt(1 + 2 * g * a2 * (1 + np.sin(s) ** 2)),
                  0, np.pi / 2)[0]
classical_shift = 2 * np.pi / period - 1
assert quantum_shift > 2 * classical_shift > 0

print(f"lattice constant: {cell:.1f} angstrom; area per chain: {area:.1f} angstrom^2")
print(f"hopping: {hop0:.1f} eV; site energies: +/-{site0:.1f} eV")
print(f"hopping decay length: {decay:.1f} angstrom")
print(f"masses A, B: {mass_A:.0f}, {mass_B:.0f} u; reduced: {mu/const.atomic_mass:.1f} u")
print(f"cells: {n_cells}; cell length L: {length:.0f} angstrom")
print(f"mode: {wavenumber:.0f} cm^-1; temperature: {temperature:.0f} K")
print(f"x = hbar omega0/kT: {x_th:.4f}")
print(f"mode charge, bulk sum over states: {z_bulk:.5f} e")
print(f"mode charge, 20 cells: {z20:.5f} e")
print(f"mode charge, 40 cells: {z40:.5f} e")
print(f"mode charge, 80 cells: {z80:.5f} e")
print(f"size error ratio, 40 to 80 cells: {size_ratio:.3f}")
print(f"single-ion charges A, B (20 cells): {z_A:.5f}, {z_B:.5f} e")
print(f"pump, 3 cycles, 72 steps: centre sum moves {pump_fine:.4f} L")
print(f"pump, 3 cycles, 4 steps: centre sum moves {pump_coarse:.4f} L")
print(f"thermal rms displacement q: {rms_q:.5f} angstrom")
print("trajectory energies:", np.round(energies, 4), "kT")
print("ensemble weights:", np.round(weights, 6))
print(f"periods: {periods}; frames per period: {per_period}; "
      f"Verlet steps per frame: {substeps}")
print(f"dipole jumps in second trajectory: {n_jumps}")
print(f"largest jump size: {np.max(np.abs(jump)):.4f} e L")
print(f"raw dipole range, second trajectory: {np.ptp(raw_all[1]):.3f} e angstrom")
print(f"unwrapped dipole range: {np.ptp(smooth_all[1]):.4f} e angstrom")
print(f"largest deviation from linear dipole: {nonlinearity:.2e} (relative)")
print(f"window sigma: {sigma*wavenumber:.1f} cm^-1")
print(f"peak position: {peak*wavenumber:.1f} cm^-1")
print(f"peak alpha*n: {alpha_n.max()/100:.4e} cm^-1")
print(f"integrated alpha*n, trajectories: {strength:.5e} cm^-2")
print(f"integrated alpha*n, driven oscillator: {strength_driven:.5e} cm^-2")
print(f"integrated alpha*n, quantum levels: {strength_quantum:.5e} cm^-2")
print(f"integrated alpha*n, no correction: {strength/harmonic_factor(x_th):.5e} cm^-2")
print(f"raw dipole, band at omega0: {raw_1:.4e} cm^-2")
print(f"raw dipole, false band at 3 omega0: {raw_3:.4e} cm^-2")
print(f"quantum/classical line ratio, computed: {ratio:.5f}")
print(f"harmonic factor x/(1-exp(-x)): {harmonic_factor(x_th):.5f}")
print(f"factor 2/(1+exp(-x)): {2/(1+np.exp(-x_th)):.5f}")
print(f"factor exp(x/2): {np.exp(x_th/2):.5f}")
print(f"downward/upward quantum line ratio: {down/up:.5f}")
print(f"overtone quantum/classical ratio: {ratio2:.5f}")
print(f"harmonic factor at 2 omega0: {harmonic_factor(2*x_th):.5f}")
print(f"overtone, true/corrected classical: {excess:.5f}")
print(f"quartic coefficient g: {g:.2f} hbar omega0")
print(f"quartic shift, quantum 0-1: {quantum_shift:.5f} omega0")
print(f"quartic shift, classical orbit at E=kT: {classical_shift:.5f} omega0")
print("checks complete")
```

Running it gives:

```
lattice constant: 5.0 angstrom; area per chain: 20.0 angstrom^2
hopping: 1.0 eV; site energies: +/-1.5 eV
hopping decay length: 1.0 angstrom
masses A, B: 40, 10 u; reduced: 8.0 u
cells: 20; cell length L: 100 angstrom
mode: 800 cm^-1; temperature: 300 K
x = hbar omega0/kT: 3.8367
mode charge, bulk sum over states: -2.24240 e
mode charge, 20 cells: -2.24094 e
mode charge, 40 cells: -2.24203 e
mode charge, 80 cells: -2.24231 e
size error ratio, 40 to 80 cells: 3.975
single-ion charges A, B (20 cells): 2.24094, -2.24094 e
pump, 3 cycles, 72 steps: centre sum moves 3.0000 L
pump, 3 cycles, 4 steps: centre sum moves -1.0000 L
thermal rms displacement q: 0.00829 angstrom
trajectory energies: [0.3225 1.7458 4.5366 9.3951] kT
ensemble weights: [6.03154e-01 3.57419e-01 3.88880e-02 5.39000e-04]
periods: 64; frames per period: 12; Verlet steps per frame: 20
dipole jumps in second trajectory: 128
largest jump size: 1.0000 e L
raw dipole range, second trajectory: 99.708 e angstrom
unwrapped dipole range: 1.3566 e angstrom
largest deviation from linear dipole: 7.85e-05 (relative)
window sigma: 16.0 cm^-1
peak position: 800.8 cm^-1
peak alpha*n: 7.6062e+04 cm^-1
integrated alpha*n, trajectories: 3.04964e+06 cm^-2
integrated alpha*n, driven oscillator: 3.04854e+06 cm^-2
integrated alpha*n, quantum levels: 3.04854e+06 cm^-2
integrated alpha*n, no correction: 7.77711e+05 cm^-2
raw dipole, band at omega0: 4.5184e+10 cm^-2
raw dipole, false band at 3 omega0: 5.5268e+10 cm^-2
quantum/classical line ratio, computed: 3.92130
harmonic factor x/(1-exp(-x)): 3.92130
factor 2/(1+exp(-x)): 1.95778
factor exp(x/2): 6.80984
downward/upward quantum line ratio: 0.02156
overtone quantum/classical ratio: 15.37657
harmonic factor at 2 omega0: 7.67705
overtone, true/corrected classical: 2.00293
quartic coefficient g: 0.01 hbar omega0
quartic shift, quantum 0-1: 0.02839 omega0
quartic shift, classical orbit at E=kT: 0.00770 omega0
checks complete
```
